# Critical coagulation concentration in DLVO theory: sixth-power and square valence laws: a numerical check

```python
# Critical coagulation concentration (ccc) of equal spheres in a z:z electrolyte.
# Result under test (E = 2.718..., e = elementary charge):
#   n_c = 73728 pi^2 E^-2 eps^3 (kT)^5 g^4 / (A^2 e^6 z^6),  g = tanh(z e psi / 4kT)
# so n_c ~ z^-6 for large psi and n_c ~ z^-2 for small psi common to all salts.
# n: ion pairs per m^3, psi: diffuse-layer potential (V), A: Hamaker constant (J),
# eps: permittivity, kappa: inverse screening length, h: surface separation,
# x = kappa*h, y = z e psi / kT.
import numpy as np
from scipy.constants import k, e, epsilon_0, N_A, pi
from scipy.integrate import quad, solve_bvp, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import zeta

# rough typical inputs for an alumina polishing slurry in acid
T, eps_r, A, a = 298.15, 78.4, 5e-20, 50e-9
psi_low, psi_high = 0.030, 0.200
T_warm, eps_r_warm = 323.15, 70.0
wavelength = 100e-9
viscosity, pad_speed, film = 0.89e-3, 1.0, 20e-6
kT, eps = k * T, eps_r * epsilon_0
X = np.geomspace(0.02, 20, 4000)


def ccc_formula(z, psi, temp=T, er=eps_r):
    th = k * temp
    g = np.tanh(z * e * psi / (4 * th))
    return (73728 * pi**2 * np.exp(-2) * (er * epsilon_0)**3 * th**5 * g**4
            / (A**2 * e**6 * z**6))


def ccc_low(z, psi):
    return 288 * pi**2 * np.exp(-2) * eps**3 * kT * psi**4 / (A**2 * e**2 * z**2)


def ccc_saturated(z):
    return 73728 * pi**2 * np.exp(-2) * eps**3 * kT**5 / (A**2 * e**6 * z**6)


def kappa(n, z):
    return np.sqrt(2 * n * z**2 * e**2 / (eps * kT))


def plate_repulsion(h, n, z, psi):
    q = kappa(n, z)
    return 64 * n * kT * np.tanh(z * e * psi / (4 * kT))**2 * np.exp(-q * h) / q


def sphere_repulsion(h, n, z, psi):
    return pi * a * plate_repulsion(h, n, z, psi) / kappa(n, z)


def plate_attraction(h, n, z):
    return A / (12 * pi * h**2)


def sphere_attraction(h, n, z):
    return A * a / (12 * h)


def hamaker_spheres(h):
    p, q = h**2 + 4 * a * h, (h + 2 * a)**2
    return A / 6 * (2 * a**2 / p + 2 * a**2 / q + np.log(p / q))


def solve_ccc(z, psi, repel=sphere_repulsion, attract=sphere_attraction, lowest=1e16):
    """Density at which the largest ratio of repulsion to attraction is one."""
    def excess(log_n):
        n = np.exp(log_n)
        h = X / kappa(n, z)
        return np.log(np.max(repel(h, n, z, psi) / attract(h, n, z)))
    return np.exp(brentq(excess, np.log(lowest), np.log(1e31), xtol=1e-12))


# ---- full Poisson-Boltzmann theory of two plates, s = sinh(midplane y / 2)
nodes, weights = np.polynomial.legendre.leggauss(150)


def gap_width(s, U):
    s, U = np.atleast_1d(s), np.atleast_1d(U)
    u = U[:, None] * (1 + nodes) / 2
    return U * np.sum(weights / np.sqrt(1 + (s[:, None] * np.cosh(u))**2), axis=1)


def pb_spheres(y0, fixed_charge):
    """Return x and F, where the sphere repulsion is pi a n kT F / kappa^2."""
    S = np.sinh(y0 / 2)
    s_max = 50.0 if fixed_charge else min(S * (1 - 1e-10), 50.0)
    s = np.geomspace(1e-3 * min(1, S), s_max, 3000)
    U = np.arcsinh(S / s) if fixed_charge else np.arccosh(S / s)
    x = gap_width(s, U)
    pressure = 4 * s**2
    plate = pressure[0] - cumulative_trapezoid(pressure, x, initial=0)
    sphere = plate[0] - cumulative_trapezoid(plate, x, initial=0)
    return x, sphere


def pb_factor(y0, fixed_charge):
    """ccc of the full theory divided by ccc of the weak-overlap formula."""
    x, F = pb_spheres(y0, fixed_charge)
    return (np.max(x * F) * np.e / (64 * np.tanh(y0 / 4)**2))**2


# Test: boundary-value solution against quadrature and the weak-overlap midplane
y0, width = 3.0, 8.0
mesh = np.linspace(0, width / 2, 200)
sol = solve_bvp(lambda x, v: np.vstack((v[1], np.sinh(v[0]))),
                lambda left, right: np.array([left[0] - y0, right[1]]),
                mesh, np.vstack((y0 * np.exp(-mesh), -y0 * np.exp(-mesh))),
                tol=1e-8, max_nodes=20000)
assert sol.success
y_mid = sol.sol(width / 2)[0]
s_mid = np.sinh(y_mid / 2)
assert abs(gap_width(s_mid, np.arccosh(np.sinh(y0 / 2) / s_mid))[0] - width) < 1e-3
assert abs(y_mid / (8 * np.tanh(y0 / 4) * np.exp(-width / 2)) - 1) < 5e-3

# Test: twice-integrated pressure tends to 64 g^2 exp(-x) at wide separation
for fixed in (False, True):
    x, F = pb_spheres(y0, fixed)
    i = np.argmin(abs(x - 7))
    assert abs(F[i] / (64 * np.tanh(y0 / 4)**2 * np.exp(-x[i])) - 1) < 1e-2

# Test: Derjaguin step for a decaying plate energy, by summing rings at kappa*a = 1000
rings = quad(lambda r: 2 * pi * r * np.exp(-2000 * (1 - np.sqrt(1 - r * r))),
             0, 1, points=[0.03, 0.1, 0.3], limit=200)[0]
assert abs(rings / (pi / 1000) - 1) < 2e-3

# Test: pairwise r^-6 attraction integrated over two spheres, and its close limit
h_test = 0.3 * a
r_c = 2 + h_test / a
pair = quad(lambda R: (4 / 3) / (R * R - 1)**3 * R / r_c * (1 - (r_c - R)**2),
            r_c - 1, r_c + 1)[0]
assert abs(A * pair / hamaker_spheres(h_test) - 1) < 1e-6
assert abs(hamaker_spheres(1e-5 * a) / sphere_attraction(1e-5 * a, 0, 1) - 1) < 1e-3

# Test: ccc found from the energy curves against the formula and its two limits
for z in (1, 2, 3):
    for psi in (0.005, psi_low, psi_high):
        assert abs(solve_ccc(z, psi) / ccc_formula(z, psi) - 1) < 1e-5
    assert abs(solve_ccc(z, 0.0005) / ccc_low(z, 0.0005) - 1) < 1e-3
    assert abs(solve_ccc(z, 2.0) / ccc_saturated(z) - 1) < 1e-5

# Test: at the ccc the curve touches zero at h = 1/kappa and is nowhere positive
n1 = ccc_formula(1, psi_low)
q1 = kappa(n1, 1)


def energy(h, n=n1):
    return sphere_repulsion(h, n, 1, psi_low) - sphere_attraction(h, n, 1)


scale = sphere_attraction(1 / q1, n1, 1)
step = 1e-4 / q1
assert abs(energy(1 / q1)) < 1e-9 * scale
assert abs(energy(1 / q1 + step) - energy(1 / q1 - step)) / 2e-4 < 1e-6 * scale
assert np.max(energy(X / q1)) < 1e-9 * scale


# Test: local valence exponent by finite differences
def exponent(y):
    return -6 + 2 * y / np.sinh(y / 2)


for y in (0.05, 1.0, 4.0, 40.0):
    up, down = solve_ccc(1.001, y * kT / e), solve_ccc(0.999, y * kT / e)
    slope = np.log(up / down) / np.log(1.001 / 0.999)
    assert abs(slope - exponent(y)) < 1e-4
    if y == 0.05:
        assert abs(slope + 2) < 1e-3
    if y == 40.0:
        assert abs(slope + 6) < 1e-4

# Test: no-repulsive-force criterion for spheres equals zero barrier for plates
n_force = solve_ccc(1, psi_low,
                    lambda h, n, z, p: -np.gradient(sphere_repulsion(h, n, z, p), h),
                    lambda h, n, z: -np.gradient(sphere_attraction(h, n, z), h))
n_plate = solve_ccc(1, psi_low, plate_repulsion, plate_attraction)
assert abs(n_force / n_plate - 1) < 1e-4
assert abs(n_plate / n1 - 16 * np.exp(-2)) < 1e-4


# Test: fixed surface charge gives the second power when low, the sixth when huge
def ccc_fixed_charge(z, sigma):
    def repel(h, n, z, unused):
        p = 2 * kT / (z * e) * np.arcsinh(sigma / np.sqrt(8 * eps * n * kT))
        return sphere_repulsion(h, n, z, p)
    return solve_ccc(z, 0.0, repel)


assert abs(ccc_fixed_charge(1, 1e-6) / ccc_fixed_charge(2, 1e-6) / 4 - 1) < 1e-2
assert abs(ccc_fixed_charge(1, 1e3) / ccc_fixed_charge(2, 1e3) / 64 - 1) < 1e-2

# Test: full theory at low potential against linear theory; saturation of the factor
xs = np.linspace(0.05, 6, 20000)
lin_pot = (np.e * np.max(xs * np.log1p(np.exp(-xs))))**2
lin_chg = (np.e * np.max(-xs * np.log1p(-np.exp(-xs))))**2
assert abs(pb_factor(0.02, False) / lin_pot - 1) < 2e-3
assert abs(pb_factor(0.02, True) / lin_chg - 1) < 2e-3
saturated_factor = pb_factor(30, False)
for other in (pb_factor(60, False), pb_factor(30, True)):
    assert abs(other / saturated_factor - 1) < 2e-3


# ---- sizes of the neglected effects for the example, z = 1
def repel_finite(h, n, z, psi):
    return sphere_repulsion(h, n, z, psi) * 2 * a / (2 * a + h)


def retardation(h):
    return 1 / (1 + 14 * h / wavelength)


A_static = 0.75 * kT * zeta(3)   # upper bound of the zero-frequency part


def static_screening(h, n, z):
    return 1 - A_static / A * (1 - np.exp(-2 * kappa(n, z) * h))


n_size = solve_ccc(1, psi_low, repel_finite, lambda h, n, z: hamaker_spheres(h), 1e22)
n_ret = solve_ccc(1, psi_low, sphere_repulsion,
                  lambda h, n, z: sphere_attraction(h, n, z) * retardation(h), 1e22)
n_scr = solve_ccc(1, psi_low, sphere_repulsion,
                  lambda h, n, z: sphere_attraction(h, n, z) * static_screening(h, n, z),
                  1e22)
# retardation acts on the finite-frequency part only, screening on the static part
n_all = solve_ccc(1, psi_low, repel_finite,
                  lambda h, n, z: hamaker_spheres(h) / A * (
                      (A - A_static) * retardation(h)
                      + A_static * np.exp(-2 * kappa(n, z) * h)), 1e22)

mM = 1 / N_A   # pairs per m^3 to mmol/L
bjerrum = e**2 / (4 * pi * eps * kT)


def surface_charge(n, z, psi):
    return np.sqrt(8 * eps * n * kT) * np.sinh(z * e * psi / (2 * kT))


print(f"Inputs: T = {T:.2f} K, relative permittivity = {eps_r:.1f}, radius = {a*1e9:.0f} nm")
print(f"Inputs: A = {A:.1e} J, potentials = {psi_low*1e3:.0f} and {psi_high*1e3:.0f} mV")
print(f"kT/e = {kT/e*1e3:.2f} mV, Bjerrum length = {bjerrum*1e9:.3f} nm")
for psi in (psi_low, psi_high):
    print(f"Fixed potential {psi*1e3:.0f} mV:")
    for z in (1, 2, 3):
        n = ccc_formula(z, psi)
        y = z * e * psi / kT
        sig = surface_charge(n, z, psi)
        print(f" z={z}: y = {y:.3f}, g = {np.tanh(y/4):.4f}, ccc = {n*mM:.4g} mmol/L, "
              f"1/kappa = {1e9/kappa(n, z):.3f} nm")
        print(f"      local exponent = {exponent(y):.3f}, "
              f"surface charge = {sig*100:.3g} uC/cm2, "
              f"correlation strength = {2*pi*z**3*bjerrum**2*sig/e:.3g}")
    r2 = ccc_formula(1, psi) / ccc_formula(2, psi)
    r3 = ccc_formula(1, psi) / ccc_formula(3, psi)
    print(f" ccc ratios: z=1 to z=2 {r2:.2f}, z=1 to z=3 {r3:.1f}")
for z in (1, 2, 3):
    print(f"Limits z={z}: low-potential formula at {psi_low*1e3:.0f} mV = "
          f"{ccc_low(z, psi_low)*mM:.4g} mmol/L, saturated = {ccc_saturated(z)*mM:.4g} mmol/L")
print(f"Saturated z=1: 1/kappa = {1e9/kappa(ccc_saturated(1), 1):.3f} nm")
print("Below: 30 mV example, z=1 unless stated" if psi_low == 0.030 else "Below: z=1")
print(f"kappa*a at ccc = {q1*a:.2f}")
h_out = np.linspace(1, 12, 20001) / q1
v_out = energy(h_out)
j = np.argmin(v_out)
print(f"Outer well at ccc: depth = {-v_out[j]/kT:.2f} kT at h = {h_out[j]*1e9:.2f} nm")
h_in = X / kappa(n1 / 4, 1)
v_in = energy(h_in, n1 / 4)
j = np.argmax(v_in)
print(f"Barrier at ccc/4 = {n1/4*mM:.3f} mmol/L: {v_in[j]/kT:.2f} kT "
      f"at h = {h_in[j]*1e9:.2f} nm")
print(f"No-repulsive-force criterion: {n_force*mM:.2f} mmol/L, factor {n_force/n1:.3f}")
print("Full Poisson-Boltzmann factor on ccc (fixed potential, fixed charge):")
print(f" low-potential limit: {lin_pot:.3f}, {lin_chg:.3f}")
for z in (1, 2, 3):
    y = z * e * psi_low / kT
    print(f" z={z} at {psi_low*1e3:.0f} mV: {pb_factor(y, False):.3f}, {pb_factor(y, True):.3f}")
print(f" saturated limit, both: {saturated_factor:.3f}")
print(f"ccc with finite particle size: {n_size*mM:.2f} mmol/L")
print(f"ccc with retardation (wavelength {wavelength*1e9:.0f} nm): {n_ret*mM:.2f} mmol/L")
print(f"ccc with screened static attraction: {n_scr*mM:.2f} mmol/L")
print(f"ccc with these three together: {n_all*mM:.2f} mmol/L, factor {n_all/n1:.2f}")
n_warm = ccc_formula(1, psi_low, T_warm, eps_r_warm)
print(f"ccc at {T_warm:.2f} K, relative permittivity {eps_r_warm:.1f}: {n_warm*mM:.2f} mmol/L")
shear = pad_speed / film
drag = 6 * pi * viscosity * a**2 * shear
print(f"Pad: speed {pad_speed:.1f} m/s, film {film*1e6:.0f} um, "
      f"viscosity {viscosity*1e3:.2f} mPa s, shear rate {shear:.1e} 1/s")
print(f"Shear: Peclet number = {drag*a/kT:.1f}, work over 1/kappa = {drag/q1/kT:.2f} kT")
print("verified")
```

Output:

```
Inputs: T = 298.15 K, relative permittivity = 78.4, radius = 50 nm
Inputs: A = 5.0e-20 J, potentials = 30 and 200 mV
kT/e = 25.69 mV, Bjerrum length = 0.715 nm
Fixed potential 30 mV:
 z=1: y = 1.168, g = 0.2839, ccc = 9.931 mmol/L, 1/kappa = 3.051 nm
      local exponent = -2.219, surface charge = 0.722 uC/cm2, correlation strength = 0.145
 z=2: y = 2.335, g = 0.5254, ccc = 1.821 mmol/L, 1/kappa = 3.562 nm
      local exponent = -2.783, surface charge = 0.727 uC/cm2, correlation strength = 1.17
 z=3: y = 3.503, g = 0.7043, ccc = 0.516 mmol/L, 1/kappa = 4.461 nm
      local exponent = -3.493, surface charge = 0.745 uC/cm2, correlation strength = 4.03
 ccc ratios: z=1 to z=2 5.45, z=1 to z=3 19.2
Fixed potential 200 mV:
 z=1: y = 7.784, g = 0.9600, ccc = 1299 mmol/L, 1/kappa = 0.267 nm
      local exponent = -5.365, surface charge = 328 uC/cm2, correlation strength = 65.6
 z=2: y = 15.569, g = 0.9992, ccc = 23.81 mmol/L, 1/kappa = 0.985 nm
      local exponent = -5.974, surface charge = 2.17e+03 uC/cm2, correlation strength = 3.49e+03
 z=3: y = 23.353, g = 1.0000, ccc = 2.097 mmol/L, 1/kappa = 2.213 nm
      local exponent = -5.999, surface charge = 3.16e+04 uC/cm2, correlation strength = 1.71e+05
 ccc ratios: z=1 to z=2 54.54, z=1 to z=3 619.3
Limits z=1: low-potential formula at 30 mV = 11.1 mmol/L, saturated = 1529 mmol/L
Limits z=2: low-potential formula at 30 mV = 2.775 mmol/L, saturated = 23.89 mmol/L
Limits z=3: low-potential formula at 30 mV = 1.234 mmol/L, saturated = 2.097 mmol/L
Saturated z=1: 1/kappa = 0.246 nm
Below: 30 mV example, z=1 unless stated
kappa*a at ccc = 16.39
Outer well at ccc: depth = 3.38 kT at h = 10.72 nm
Barrier at ccc/4 = 2.483 mmol/L: 10.95 kT at h = 3.48 nm
No-repulsive-force criterion: 21.50 mmol/L, factor 2.165
Full Poisson-Boltzmann factor on ccc (fixed potential, fixed charge):
 low-potential limit: 0.739, 1.706
 z=1 at 30 mV: 0.743, 1.182
 z=2 at 30 mV: 0.755, 0.906
 z=3 at 30 mV: 0.780, 0.829
 saturated limit, both: 0.906
ccc with finite particle size: 17.74 mmol/L
ccc with retardation (wavelength 100 nm): 18.29 mmol/L
ccc with screened static attraction: 11.35 mmol/L
ccc with these three together: 31.52 mmol/L, factor 3.17
ccc at 323.15 K, relative permittivity 70.0: 7.79 mmol/L
Pad: speed 1.0 m/s, film 20 um, viscosity 0.89 mPa s, shear rate 5.0e+04 1/s
Shear: Peclet number = 25.5, work over 1/kappa = 1.55 kT
verified
```
